\section*{The Z-vector method for analytic MP2 gradients, part 2}

We seek the derivative of the closed-shell MP2 correlation energy $E_2$ with respect to a perturbation $x$, usually one of the $3N$ coordinates of $N$ nuclei, without solving for the orbital response to each one. Atomic units are used. The RHF orbitals are real and canonical, with energies $\varepsilon_p$ and coefficients $C_{\mu p}$. Indices $i,j,k,l$ are occupied, $a,b,c$ virtual, $p,q,r,s$ either; Greek indices denote basis functions. In $(pq|rs)$, electron 1 occupies $p,q$ and electron 2 occupies $r,s$. $S$ is the overlap matrix, $h$ the one-electron Hamiltonian and $f_{pq}=h_{pq}+\sum_k[2(pq|kk)-(pk|qk)]$ the Fock matrix. A superscript $(x)$ means that only the integrals over basis functions are differentiated, at fixed $C$.

The amplitudes and the density $D$ are
\begin{equation}
\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j,
\qquad
t_{ij}^{ab}=-\frac{(ia|jb)}{\Delta_{ij}^{ab}},
\qquad
\tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}.
\label{amp}
\end{equation}
\begin{equation}
D_{ij}=-2\sum_{kab}\tilde t_{ik}^{ab}t_{jk}^{ab},\qquad
D_{ab}=2\sum_{ijc}\tilde t_{ij}^{ac}t_{ij}^{bc},\qquad
D_{ai}=D_{ia}=0 .
\label{density}
\end{equation}
The functional
\begin{equation}
J=2\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb)
+\sum_{ij}D_{ij}f_{ij}+\sum_{ab}D_{ab}f_{ab},
\label{functional}
\end{equation}
equals $E_2$ and is stationary in $t$, so $t$ and $D$ stay fixed in the derivative. The orbitals change by $\delta\phi_q=\sum_p\phi_pU_{pq}^x$, with
\begin{equation}
U_{pq}^x+U_{qp}^x+S_{pq}^{(x)}=0 .
\label{orth}
\end{equation}
Let $W_{pq}=\partial J/\partial U_{pq}$ at fixed amplitudes and basis integrals. Invariance to rotations within the occupied or virtual space gives
\begin{equation}
W_{ij}=W_{ji},\qquad W_{ab}=W_{ba}.
\label{sym}
\end{equation}
The slope for occupied–virtual mixing is
\begin{equation}
L_{ai}=W_{ai}-W_{ia}.
\label{L}
\end{equation}
The condition $f_{ai}=0$ at every geometry fixes the response:
\begin{equation}
\sum_{bj}M_{ai,bj}U_{bj}^x=B_{ai}^x,
\label{cphf}
\end{equation}
\begin{align}
M_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+A_{ai,bj},
\label{M}\\
B_{ai}^x&=-f_{ai}^{(x)}+\varepsilon_iS_{ai}^{(x)}
+\frac12\sum_{kl}A_{ai,kl}S_{kl}^{(x)} .
\label{B}
\end{align}
\begin{equation}
A_{pq,rs}=4(pq|rs)-(pr|qs)-(ps|qr).
\label{A}
\end{equation}
In general, if parameters $u$ have the response $U^x=du/dx$ with $MU^x=B^x$, the adjoint vector $z$ defined by $M^Tz=L$ satisfies $L^TU^x=z^TB^x$. The closing list of computed values also includes a small three-parameter test of this identity.

\subsection{From $3N$ solutions to one}

Collect the parts of the derivative found so far. The explicit change of the basis integrals comes from Eq.~\eqref{functional}, and the overlap terms come from Eq.~\eqref{orth}:
\begin{align}
\frac{dE_2}{dx}={}&
2\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb)^{(x)}
+\sum_{pq}D_{pq}f_{pq}^{(x)}
-\frac12\sum_{ij}W_{ij}S_{ij}^{(x)}\nonumber\\
&-\frac12\sum_{ab}W_{ab}S_{ab}^{(x)}
-\sum_{ia}W_{ia}S_{ia}^{(x)}
+\sum_{ai}L_{ai}U_{ai}^x .
\label{directgradient}
\end{align}
In the direct method, Eq.~\eqref{cphf} is solved for every $x$. The Z-vector method solves
\begin{equation}
\sum_{ai}M_{ai,bj}z_{ai}=L_{bj}
\label{zvector}
\end{equation}
once and replaces the last sum in Eq.~\eqref{directgradient} by
\begin{align}
\sum_{ai}z_{ai}B_{ai}^x={}&
-\sum_{ai}z_{ai}f_{ai}^{(x)}
+\sum_{ai}z_{ai}\varepsilon_iS_{ai}^{(x)}\nonumber\\
&+\frac12\sum_{kl}\left(\sum_{ai}z_{ai}A_{ai,kl}\right)S_{kl}^{(x)} .
\label{zB}
\end{align}

The terms can now be sorted by the integral derivative they multiply. Define $P$ by
\begin{equation}
P_{ij}=D_{ij},\quad P_{ab}=D_{ab},\quad
P_{ai}=-z_{ai},\quad P_{ia}=0,
\label{P}
\end{equation}
and $Q$ by
\begin{align}
Q_{ij}&=\frac12\left(W_{ij}-\sum_{ak}z_{ak}A_{ak,ij}\right), &
Q_{ab}&=\frac12W_{ab},\nonumber\\
Q_{ai}&=W_{ia}-\varepsilon_i z_{ai}, & Q_{ia}&=0 .
\label{Q}
\end{align}
The gradient becomes
\begin{equation}
\frac{dE_2}{dx}
=2\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb)^{(x)}
+\sum_{pq}P_{pq}f_{pq}^{(x)}
-\sum_{pq}Q_{pq}S_{pq}^{(x)} .
\label{final}
\end{equation}
The minus sign before $Q$ accounts for the signs in Eq.~\eqref{Q}: the positive overlap terms of Eq.~\eqref{zB} enter $Q$ negatively. No orbital derivative is left.

The matrices $P$ and $Q$ are written with one mixed block only. Since $f^{(x)}$ and $S^{(x)}$ are symmetric, each may be replaced by its symmetric part. The mixed elements of the symmetrized $P$ are then $-z_{ai}/2$ in both blocks. Using $-z_{ai}$ in both blocks would count the response twice.

\subsection{Evaluation in the atomic basis}

The matrix $M$ need not be stored to solve Eq.~\eqref{zvector}. For a trial vector $v$, form
\begin{equation}
d_{\lambda\sigma}=\sum_{bj}C_{\lambda b}v_{bj}C_{\sigma j},\qquad
\bar d=\frac12(d+d^T).
\end{equation}
Inserting the definition of $A$ gives
\begin{equation}
\sum_{bj}A_{ai,bj}v_{bj}
=\sum_{\lambda\sigma}
\left[4(ai|\lambda\sigma)-2(a\lambda|i\sigma)\right]
\bar d_{\lambda\sigma}.
\end{equation}
The two exchange terms of $A$ contain $d$ and $d^T$; their sum gives the factor 2 with $\bar d$. One multiplication by $M$ therefore needs a Coulomb and an exchange contraction, followed by addition of $(\varepsilon_a-\varepsilon_i)v_{ai}$.

The densities can also be transformed once to the atomic basis:
\begin{equation}
P_{\mu\nu}=\sum_{pq}C_{\mu p}P_{pq}C_{\nu q},\qquad
R_{\mu\nu}=2\sum_k C_{\mu k}C_{\nu k}.
\end{equation}
The Fock term of Eq.~\eqref{final} is then
\begin{align}
\sum_{pq}P_{pq}f_{pq}^{(x)}={}&
\sum_{\mu\nu}P_{\mu\nu}\frac{\partial h_{\mu\nu}}{\partial x}\nonumber\\
&+\sum_{\mu\nu\lambda\sigma}P_{\mu\nu}R_{\lambda\sigma}
\frac{\partial}{\partial x}
\left[(\mu\nu|\lambda\sigma)-\frac12(\mu\lambda|\nu\sigma)\right].
\end{align}
With $Q$ and $\tilde t$ transformed likewise, derivative integrals can be contracted as they are produced. Neither $U^x$ nor a separate array $B^x$ is required.

\subsection{The Hartree--Fock contribution}

The total gradient also contains the derivative of
\begin{equation}
E_{\mathrm{HF}}=\sum_i(h_{ii}+f_{ii})+V_{nn},
\end{equation}
where $V_{nn}$ is the nuclear repulsion. An orbital change alters the one-electron energy by $4\sum_{pi}h_{pi}U_{pi}$. In the two-electron energy $\sum_{ij}[2(ii|jj)-(ij|ij)]$, each of the four orbital positions gives the same contribution. Together the changes are
\begin{equation}
4\sum_{pi}f_{pi}U_{pi}^x
=4\sum_i\varepsilon_iU_{ii}^x
=-2\sum_i\varepsilon_iS_{ii}^{(x)} .
\end{equation}
The occupied--virtual response has dropped out because $f_{ai}=0$. Thus
\begin{equation}
\frac{dE_{\mathrm{HF}}}{dx}
=\sum_i\left(h_{ii}^{(x)}+f_{ii}^{(x)}\right)
-2\sum_i\varepsilon_iS_{ii}^{(x)}
+\frac{dV_{nn}}{dx}.
\end{equation}

\subsection{When the transpose matters}

For real RHF orbitals the matrix in Eq.~\eqref{M} is symmetric, so the transpose has no effect. This changes if each row of Eq.~\eqref{cphf} is divided by its orbital gap. With the diagonal matrix $G_{ai,ai}=\varepsilon_a-\varepsilon_i$, the scaled quantities are
\begin{equation}
\hat M=G^{-1}M,\qquad \hat B^x=G^{-1}B^x .
\end{equation}
The response $U^x$ is unchanged, but $\hat M$ is in general nonsymmetric. Its adjoint equation $\hat M^T\hat z=L$ reads $M^T G^{-1}\hat z=L$, so $\hat z=Gz$. Consequently,
\begin{equation}
\hat z^T\hat B^x=z^T G G^{-1}B^x=z^T B^x .
\end{equation}
The adjoint vector changes with the scaling of the equations, while the energy derivative does not. An implementation must take $M$, $B$ and $z$ from the same form of the response equations.

\subsection{The same vector for an electric field}

Let a uniform field add $+F r$ to the energy of each electron, where $r$ here is the electron's $z$ coordinate. The basis functions do not depend on $F$, so $S^{(F)}=0$ and $f^{(F)}=r$. Equation~\eqref{final} reduces to
\begin{equation}
\frac{dE_2}{dF}=\sum_{pq}D_{pq}r_{pq}-\sum_{ai}z_{ai}r_{ai}.
\label{field}
\end{equation}
No new linear system is solved. The correlation contribution to the dipole component is $-dE_2/dF$. It does not depend on the origin: a shift of $r$ by a constant multiplies the trace of $D$, which vanishes by Eq.~\eqref{density}, and leaves $r_{ai}$ unchanged.

\subsection{Worked example: a distorted water molecule}

The example is water at the MP2/6-31G level with all electrons correlated. In bohr, the oxygen atom O1 is at $(0,0,0)$, H2 at $(0,1.5,1.0)$ and H3 at $(0,-1.6,1.2)$. There are 5 occupied and 8 virtual orbitals, hence $5\times8=40$ unknowns. The direct route solves nine systems of this size; the adjoint route solves one. The RHF energy is $-75.97569$ hartree and the correlation energy $-0.13281$ hartree. The basis is small and serves to illustrate the method; in the cc-pVTZ basis the correlation energy at this geometry is $-0.278$ hartree.

The lowest eigenvalue of $M$ is $0.331$ hartree, so the response problem is nonsingular. Since $\|L\|=0.1065$ hartree, the eigenvalue gives the bound $\|z\|\leq0.1065/0.331=0.322$. The computed norm is $0.0804$.

For the $y$ coordinate of H3, the terms of Eq.~\eqref{directgradient} other than $L^T U^x$ sum to $0.0201714$ hartree/bohr. The response term is $-0.0030854$ hartree/bohr by either route. Therefore
\begin{equation}
\frac{dE_2}{dy_{\mathrm{H3}}}
=0.0201714-0.0030854=0.0170860\ \text{hartree/bohr}.
\end{equation}
Adding the Hartree--Fock part gives
\begin{equation}
\frac{dE}{dy_{\mathrm{H3}}}
=-0.0672564+0.0170860=-0.0501704\ \text{hartree/bohr}.
\end{equation}
The finite difference of the total energy agrees to all digits shown. For the $y$ coordinate of O1 the response is the larger part of the correlation gradient in this basis: $0.00202$ out of $0.00239$ hartree/bohr (the total is $0.00115$ in cc-pVTZ). The division into a response term and the rest depends on taking $U_{ai}^x$ as the parameter. With the antisymmetric rotation $U_{ai}^x+S_{ai}^{(x)}/2$ instead, the response term for the $y$ coordinate of H3 is $-0.0012$ hartree/bohr, the difference moves into the overlap terms, and the sum is unchanged.

The gradient can be read along the bonds. The outward unit vector from O1 to H3 is $(0,-0.8,0.6)$. Projecting the gradient on H3, with the other atoms fixed, gives in hartree/bohr
\begin{align}
\text{Hartree--Fock:}&\quad
0.8(0.06726)+0.6(0.04933)=0.0834,\\
\text{correlation:}&\quad
-0.8(0.01709)-0.6(0.01534)=-0.0229 .
\end{align}
The sum is $0.0605$ hartree/bohr, so this bond is pulled inward at the given geometry. Correlation weakens the pull. These values belong to this small basis and to second-order perturbation theory; they leave out higher-order correlation and are not converged in the basis. In cc-pVTZ the Hartree--Fock part, the correlation part and the sum are $0.0967$, $-0.0176$ and $0.0791$ hartree/bohr: the signs remain, and the sum is about 30\% larger.

Agreement between $L^T U^x$ and $z^T B^x$ checks the linear algebra, but an error in $L$ or $B^x$ would enter both. The numerical check therefore also uses separately computed energies at displaced geometries. The largest difference in the correlation gradient is $1.2\times10^{-8}$ hartree/bohr. The orbital responses are tested separately by finite differences, and the slope $L$ is tested in the same way along one random orbital rotation.

In the row-scaled system, omitting the transpose produces an error of up to $0.00097$ hartree/bohr, compared with a largest response term of $0.0031$ hartree/bohr. For the electric field, the density $D$ alone gives $0.0079$ $e\,$bohr, whereas Eq.~\eqref{field} gives $0.0399$ $e\,$bohr, in agreement with the finite-field derivative. The orbital response thus supplies most of this property in the example. The two numbers depend on the basis: they are $0.0165$ and $0.0537$ $e\,$bohr in aug-cc-pVDZ and $0.0143$ and $0.0406$ $e\,$bohr in cc-pVTZ, where the response is still the larger part.

\subsection{Frozen orbitals and other limits}

If core orbitals are left out of the correlation treatment, the energy is no longer invariant when core and correlated occupied orbitals are mixed. The proof of Eq.~\eqref{sym} then fails for that block. Those rotations must be added to $u$, together with equations that fix them, such as $f_{ij}=0$ between the two sets. The general identity still holds for the enlarged system, but Eqs.~\eqref{P} and \eqref{Q} need additional terms. Frozen virtual orbitals require the same treatment.

A vanishing MP2 denominator is a separate failure: the amplitudes in Eq.~\eqref{amp} are then undefined, even if $M$ is nonsingular.

The saving depends on the number of quantities differentiated. One scalar energy needs one adjoint vector for any number of perturbations. Several energies with different vectors $L$ need one adjoint solution each. If there are more such energies than perturbations, solving directly for $U^x$ requires fewer linear systems.

\section*{Computed values}
\begin{verbatim}
Small example (dimensionless, exact)
M = [[4, 1, 0], [2, 3, 1], [0, 1, 2]]
B = [[1, 0, 2, 1], [0, 1, 1, -1], [1, 1, 0, 3]]
L = [1, 2, 1]
U row 1 = [3/8, -1/16, 1/2, 5/8]
U row 2 = [-1/2, 1/4, 0, -3/2]
U row 3 = [3/4, 3/8, 0, 9/4]
z from M^T z = L: [-1/16, 5/8, 3/16]
L.U (four solutions): [1/8, 13/16, 1/2, -1/8]
z.B (one solution):   [1/8, 13/16, 1/2, -1/8]
vector from M w = L:  [1/8, 1/2, 1/4]
w.B (no transpose):   [3/8, 3/4, 3/4, 3/8]
Water, MP2/6-31G, all electrons correlated
O position (bohr): 0.0 0.0 0.0
H position (bohr): 0.0 1.5 1.0
H position (bohr): 0.0 -1.6 1.2
occupied, virtual orbitals: 5, 8
unknowns per linear system: 40
linear systems, direct / adjoint: 9 / 1
RHF energy (hartree): -75.97568712
MP2 correlation energy (hartree): -0.13280647
lowest eigenvalue of M (hartree): 0.33096
norm of L (hartree): 0.106523
norm of z (dimensionless): 0.080388
rotation slope, formula / finite diff. (hartree): -0.01103007 / -0.01103007
Correlation-energy gradient (hartree/bohr)
coord  explicit    L.U         z.B         sum         finite diff.
O1y    0.0003686   0.0020237   0.0020237   0.0023924   0.0023924
O1z    0.0321959  -0.0011669  -0.0011669   0.0310290   0.0310290
H2y   -0.0205400   0.0010617   0.0010617  -0.0194783  -0.0194783
H2z   -0.0157160   0.0000316   0.0000316  -0.0156844  -0.0156844
H3y    0.0201714  -0.0030854  -0.0030854   0.0170860   0.0170860
H3z   -0.0164799   0.0011352   0.0011352  -0.0153446  -0.0153446
Total MP2 gradient (hartree/bohr): HF part, total, finite diff.
O1y    0.0652268   0.0676192   0.0676192
O1z   -0.0495012  -0.0184722  -0.0184722
H2y    0.0020296  -0.0174488  -0.0174488
H2z    0.0001690  -0.0155154  -0.0155154
H3y   -0.0672564  -0.0501704  -0.0501704
H3z    0.0493322   0.0339876   0.0339876
max |direct - adjoint| (hartree/bohr): 3.5e-18
max |density form - direct| (hartree/bohr): 6.9e-18
max |adjoint - finite diff.|, E2 (hartree/bohr): 1.2e-08
max |U - finite diff.| (1/bohr): 1.1e-06
max |sum of forces over atoms| (hartree/bohr): 6.9e-16
scaled matrix, max asymmetry (dimensionless): 0.1181
max error without transpose (hartree/bohr): 0.0009691
dE2/dF, unrelaxed density only (e bohr): 0.0079231
dE2/dF, with z / finite diff. (e bohr): 0.0399159 / 0.0399160
\end{verbatim}
